# Measuring the loss of regular motion in diamagnetic hydrogen

A highly excited hydrogen atom in a laboratory magnetic field has an electron far enough from the nucleus for the field to compete with the Coulomb attraction. Near the nucleus the attraction dominates; far out, the field bends the path back towards the axis. Neither force alone makes the motion chaotic, but together they can. How much of the classical motion remains regular as the energy rises towards the ionization threshold?

To answer this, one needs a way to tell a regular orbit from a chaotic one, and a fair way to count orbits. The first can be worked out by hand.

## Two operations and a small deviation

Take one coordinate \(q\) and its momentum \(p\). A drift replaces \(q\) by \(q+p\); a kick then replaces \(p\) by \(p-kq\), with the new \(q\). The map is linear, so a deviation \((\delta q,\delta p)\) between neighbouring orbits obeys the same rule:

\[
\begin{pmatrix}\delta q'\\ \delta p'\end{pmatrix}
=M\begin{pmatrix}\delta q\\ \delta p\end{pmatrix},\qquad
M=\begin{pmatrix}1&1\\-k&1-k\end{pmatrix}.
\]

The determinant is \((1-k)+k=1\), so area is preserved. The eigenvalues solve \(\Lambda^2-(2-k)\Lambda+1=0\) and have product one. If \(|\mathrm{tr}\,M|=|2-k|<2\), they form a complex pair on the unit circle and deviations stay bounded. If \(|\mathrm{tr}\,M|>2\), they are real and one exceeds one in size.

Three choices of \(k\) show the possible behaviours.

- For \(k=1\), \((1,0)\to(1,-1)\to(0,-1)\to(-1,0)\). The deviation turns without lasting growth.
- For \(k=0\), \((0,1)\to(1,1)\to(2,1)\to\dots\to(n,1)\). Its length grows in proportion to \(n\) for large \(n\).
- For \(k=-1\), \((1,0)\to(1,1)\to(2,3)\to(5,8)\). Its length is eventually multiplied by \((3+\sqrt5)/2\approx2.62\) per step.

Define the growth \(G=\ln(|d_{\rm final}|/|d_{\rm initial}|)\). After 20 steps the second case has \(G\approx\ln20\approx3\), the third \(G\approx19\). A cut between these values separates them, although both deviations have grown.

The second case is typical of regular motion. Such motion has angles \(\theta=\theta_0+\omega(J)t\) with constant actions \(J\). Hence \(\delta\theta=\delta\theta_0+(\partial\omega/\partial J)\,\delta J\,t\), so \(G\) grows like \(\ln t\). In chaotic motion \(G\) grows linearly, and \(G/t\) tends to a positive Lyapunov exponent.

## One energy parameter for the atom

Use atomic units, an infinitely heavy nucleus and no spin or relativity. Let \(\gamma=B/B_0\), where \(B_0\) is the atomic unit of magnetic field. With \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\), the kinetic energy \((\mathbf p+\mathbf A)^2/2\) gives \(p^2/2+\gamma L_z/2+\gamma^2\rho^2/8\), where \(\rho\) is the distance from the field axis. For \(L_z=0\),

\[
E=\frac{p^2}{2}-\frac1r+\frac{\gamma^2\rho^2}{8}.
\]

Write lengths as \(\gamma^{-2/3}\) times scaled lengths, and momenta as \(\gamma^{1/3}\) times scaled momenta. The first two terms acquire a factor \(\gamma^{2/3}\), and so does the third, since \(2-4/3=2/3\). Dividing by it gives

\[
H=\frac{p_\rho^2+p_z^2}{2}-\frac1r+\frac{\rho^2}{8}=\varepsilon,
\qquad \varepsilon=E\gamma^{-2/3}.
\]

Scaled time is \(\gamma t\), because length divided by momentum scales as \(\gamma^{-1}\). The term \(\gamma L_z/2\) vanishes in the energy, but it still makes the azimuth advance at the rate \(\partial H/\partial L_z=\gamma/2\) when \(L_z=0\). The motion therefore stays in a plane that contains the axis and turns about it at this steady rate. All orbits below are described in the turning plane, where \(\rho\) may take either sign. Here \(\varepsilon<0\) throughout.

## Removing the collision

An orbit with \(L_z=0\) can run into the nucleus, where the force diverges. Set

\[
\rho=\mu\nu,\quad z=\frac{\mu^2-\nu^2}{2},\quad
R=\mu^2+\nu^2=2r .
\]

The momenta transform as \(p_\mu=\nu p_\rho+\mu p_z\) and \(p_\nu=\mu p_\rho-\nu p_z\). On squaring and adding, the cross terms cancel: \(p_\mu^2+p_\nu^2=R(p_\rho^2+p_z^2)\). Multiplying \(H-\varepsilon=0\) by \(R\) therefore gives

\[
h=\frac{p_\mu^2+p_\nu^2}{2}+V=2,\qquad
V=|\varepsilon|(\mu^2+\nu^2)+\frac{\mu^2\nu^2(\mu^2+\nu^2)}{8}.
\]

Since \(h-2=R(H-\varepsilon)\), any derivative of \(h\) on the energy shell is \(R\) times that of \(H\); the term with the derivative of \(R\) vanishes there. So \(h\) generates the same orbits in a new time \(\tau\), with \(dt=R\,d\tau\). The nucleus is now an ordinary point.

Differentiating \(V\),

\[
\mu''=-K_\mu\mu,\qquad
K_\mu=2|\varepsilon|+\frac{\mu^2\nu^2}{2}+\frac{\nu^4}{4},
\]

and \(\nu''=-K_\nu\nu\) follows by exchanging \(\mu\) and \(\nu\). A test orbit followed to \(\tau=4\) agreed with Newton's equations for the turning plane, solved in unscaled atomic units, to \(3\times10^{-11}\) in scaled position.

## The section and its fair weights

Record \((\mu,p_\mu)\) whenever \(\nu=0\) with \(p_\nu>0\). There \(p_\nu^2=4-p_\mu^2-2|\varepsilon|\mu^2\), so the section is the ellipse \(p_\mu^2/2+|\varepsilon|\mu^2\le2\), of area \(2\pi\sqrt{2/|\varepsilon|}\). Its edge is the orbit along the field, \(\nu=0\).

No other orbit avoids the section. Since \(K_\nu\ge2|\varepsilon|\), \(\nu\) oscillates at least as fast as a harmonic oscillator of frequency \(\sqrt{2|\varepsilon|}\). By Sturm's comparison theorem its zeros are at most \(\pi/\sqrt{2|\varepsilon|}\) apart, and \(p_\nu\) alternates in sign between them. The return takes at most \(2\pi/\sqrt{2|\varepsilon|}\) in \(\tau\). This argument needs \(\varepsilon<0\).

Starting points are spread evenly in area by

\[
\mu=\sqrt{\frac{2u}{|\varepsilon|}}\sin\theta,\quad
p_\mu=2\sqrt u\cos\theta,\quad p_\nu=2\sqrt{1-u},
\]

with \(u\) uniform in \((0,1)\) and \(\theta\) in \((0,\pi/2)\). One quadrant suffices: changing the sign of \((\mu,p_\mu)\) is a symmetry, and so is time reversal combined with \(\nu\to-\nu\), which changes the sign of \(p_\mu\) alone.

Section area is not yet phase-space volume. The shell measure is \(d\mu\,d\nu\,dp_\mu\,dp_\nu\,\delta(H-\varepsilon)\), and \(\delta(H-\varepsilon)=R\,\delta(h-2)\). Integrating \(\delta(h-2)\) over \(p_\nu\) gives \(1/p_\nu\), while \(d\nu=p_\nu d\tau\). What remains is \(d\mu\,dp_\mu\,R\,d\tau=d\mu\,dp_\mu\,dt\). Integrating over \(t\) up to the next crossing weights each section point by its return time. The map from one crossing to the next preserves section area and keeps regular points regular, so the sum over regular points is unchanged on average if each return time is replaced by its mean along the orbit. Each starting point is therefore weighted by its mean physical return time \(T_i\):

\[
F_{\rm vol}=\frac{\sum_{\rm regular}T_i}{\sum_{\rm all}T_i}.
\]

The weights can be tested. In the full shell integral the two momenta contribute \(2\pi\), so the volume is \(2\pi\int R\,d\mu\,d\nu\) over \(V\le2\). Ellipse area times mean \(T_i\) agreed with this integral to within 1.2 % at every energy studied.

## The general algorithm

The Hamiltonian \(h\) is a function of momenta plus a function of positions, so drifts and kicks work again. A leapfrog step \(S(a)\) is a drift for \(a/2\), a kick for \(a\) and a drift for \(a/2\). It satisfies \(S(a)S(-a)=1\), so its logarithm is odd in \(a\): \(\ln S(a)=aA+a^3C+O(a^5)\), where \(A\) generates the true flow.

Five such steps, of lengths \(wa,wa,(1-4w)a,wa,wa\), add up to \(a\). The sequence is symmetric, so it has no \(a^4\) term, and its \(a^3\) term vanishes if

\[
4w^3+(1-4w)^3=0
\;\Rightarrow\;4w-1=4^{1/3}w
\;\Rightarrow\;w=\frac1{4-4^{1/3}} .
\]

The local error is then of order \(a^5\), and the accumulated error over a fixed time of order \(a^4\).

The deviation follows from differentiating each operation. In a drift of length \(c\), \(\delta\mu\) gains \(c\,\delta p_\mu\). In a kick,

\[
\delta p_\mu\to\delta p_\mu-c\left[(K_\mu+\mu^2\nu^2)\,\delta\mu
+\mu\nu(\mu^2+\nu^2)\,\delta\nu\right],
\]

where the brackets contain the second derivatives of \(V\); exchange \(\mu\) and \(\nu\) for the other component.

The whole procedure at one \(\varepsilon\) is:

1. Spread starting points over a section quadrant, each with a deviation of length one.
2. Apply the five-step map. At intervals add the logarithm of the deviation's length to \(G\) and reset the length to one.
3. At each upward crossing of \(\nu=0\), record the section point and the elapsed time.
4. At \(\tau=800\), call the orbit regular if \(G<14\). Count the points for the area fraction and weight them by \(T_i\) for the volume fraction.

The cut corresponds to an exponent of \(14/800=0.0175\) per unit \(\tau\). Weaker chaos, or an orbit that stays near a regular region throughout, is counted as regular.

One orbit shows the steps. At \(\varepsilon=-0.1\) take \(\mu=1\), \(p_\mu=0.7\). Then \(p_\nu^2=4-0.49-0.20=3.31\) and \(p_\nu=1.819\). The next section points are \((-2.833,-0.339)\), \((-0.931,1.813)\) and \((-2.296,-1.273)\). By \(\tau=15\), \(G=7.513\), or \(0.50\) per unit \(\tau\). Two real orbits started \(10^{-7}\) apart give the same growth to about \(10^{-4}\). At this early time \(G\) is still below 14, which is why the observation must be long.

## The fraction that remains

With 160 starting points per energy and step 0.06, the results are as follows. The last column is the mean of \(G/800\) over the orbits classed as chaotic, per unit \(\tau\).

| \(\varepsilon\) | area | volume | exponent |
|---|---|---|---|
| −0.60 | 0.994 | 0.993 | 0.034 |
| −0.50 | 0.919 | 0.911 | 0.048 |
| −0.45 | 0.738 | 0.713 | 0.068 |
| −0.40 | 0.525 | 0.491 | 0.094 |
| −0.35 | 0.350 | 0.282 | 0.151 |
| −0.30 | 0.150 | 0.123 | 0.192 |
| −0.25 | 0.156 | 0.105 | 0.271 |
| −0.20 | 0.100 | 0.062 | 0.339 |
| −0.16 | 0.050 | 0.030 | 0.398 |
| −0.13 | 0.006 | 0.005 | 0.445 |
| −0.11 | 0.000 | 0.000 | 0.483 |

At \(-0.5\), 147 of 160 orbits are regular, a fraction of 0.92. Chaos does not begin there: one orbit is already classed as chaotic at \(-0.6\). The exponent 0.034 in that row belongs to this single orbit and is not converged; by \(\tau=2400\) its \(G/\tau\) has fallen to about 0.02. Half the section is lost near \(-0.4\).

One orbit changes the area fraction by \(1/160\approx0.006\), so the slight rise from \(-0.30\) to \(-0.25\) has no significance. For independent random points the standard error at a fraction of one half would be \(\sqrt{0.25/160}\approx0.04\), a useful scale although these points are evenly spread. Moving the cut to 11 or 20 changes the area fraction by less than 0.04, with the largest shifts at \(-0.45\) and \(-0.40\). The observation time matters as much. Following the same starting points to \(\tau=2400\) with the same cut lowers the area fraction by about 0.02 at \(-0.50\) and \(-0.45\) and by about 0.05 at \(-0.40\), as weakly chaotic orbits pass the cut. The tabulated fractions at these energies are therefore finite-time values that err on the high side, and their third digit carries no meaning.

The section itself gives a geometric check. A regular orbit should mark out curves, or a few points, while a chaotic one scatters over an area. On a \(24\times24\) grid at \(\varepsilon=-0.3\), the median regular orbit visited 14 cells and the median chaotic orbit 118, with a median of 156 returns over all orbits.

## The orbit perpendicular to the field

In the table the last regular orbit disappears between \(-0.13\) and \(-0.11\). One particular orbit loses its stability in the same range, at an energy that can be found without an ensemble. Let \(x=(\mu+\nu)/\sqrt2\) and \(y=(\mu-\nu)/\sqrt2\). Then \(\mu\nu=(x^2-y^2)/2\) and \(\mu^2+\nu^2=x^2+y^2\), so

\[
V=|\varepsilon|(x^2+y^2)+\frac{(x^2-y^2)^2(x^2+y^2)}{32}.
\]

The orbit \(y=0\) has \(\mu=\nu\), hence \(z=0\): it is perpendicular to the field. To second order in \(y\), the last numerator is \((x^4-2x^2y^2)(x^2+y^2)\approx x^6-x^4y^2\). Therefore

\[
x''=-2|\varepsilon|x-\frac{3x^5}{16},\qquad
y''=-\left(2|\varepsilon|-\frac{x^4}{16}\right)y .
\]

The coefficient in the \(y\) equation repeats after half a period of \(x\). Two independent solutions over that time form a matrix of determinant one, and the trace rule of the hand example applies.

For \(\varepsilon\to-\infty\), \(x^2\le2/|\varepsilon|\) makes the \(x^4\) term negligible. Both coordinates then have frequency \(\sqrt{2|\varepsilon|}\), half a period reverses \(y\) and \(y'\), and the trace is \(-2\). As the energy rises, the negative term weakens the restoring force. The trace reaches \(+2\) at \(\varepsilon=-0.12727\), where linear stability is lost.

Orbits started beside this one confirm the change: \(G=6.4\) at \(\varepsilon=-0.14\), but 371 at \(-0.115\). The sampled regular fraction runs out at about the same energy. The regular orbits of the sample at \(-0.20\) and \(-0.16\) all keep \(|y|\) below about 1, and the one left at \(-0.13\), which starts at \((\mu,p_\mu)=(1.48,1.11)\), keeps it below about 1.1, while the median chaotic orbit there reaches about 2.7. The last regular region that the sample resolves therefore lies around the perpendicular orbit, whose section point is \((0,\sqrt2)\). Small regular regions elsewhere can outlast its stability, as the next section shows.

For a field of 6 T, \(\gamma=2.553\times10^{-5}\) and \(E=\varepsilon\gamma^{2/3}\). The energy \(\varepsilon=-0.5\) lies at \(-4.335\times10^{-4}\) hartree, or \(-95.1\ \mathrm{cm^{-1}}\), and the stability limit at \(-1.103\times10^{-4}\) hartree, or \(-24.2\ \mathrm{cm^{-1}}\), relative to the field-free ionization threshold of this model.

## Why zero means below resolution

The orbit along the field behaves differently. With \(\nu=0\), \(\mu=\sqrt{2/|\varepsilon|}\sin\varphi\), where \(\varphi=\sqrt{2|\varepsilon|}\,\tau\). For small \(\nu\), \(K_\nu=2|\varepsilon|+\mu^4/4\). Inserting \(\mu^4=4\sin^4\varphi/\varepsilon^2\) and dividing by \(2|\varepsilon|\),

\[
\frac{d^2\nu}{d\varphi^2}=-\left(1+\frac{\sin^4\varphi}{2|\varepsilon|^3}\right)\nu .
\]

The trace over \(\varphi=\pi\) again starts from \(-2\) in the limit \(\varepsilon\to-\infty\). In a scan upwards from \(-0.5\), stability is first lost at \(\varepsilon=-0.3913\), but it returns in windows. Between \(-0.127\) and \(-0.1\) the orbit is linearly stable for 37 % of the energies.

In one window, at \(\varepsilon=-0.1046\), an orbit started at \(\mu=0\) with \(p_\nu=0.01\) has \(G=4.5\) at \(\tau=800\), as expected inside a small island. With \(p_\nu=0.05\), \(G=422\). Along the line \(\mu=0\), regular motion therefore gives way to chaos somewhere between these starts. This does not give the island's area. The local frequency of \(\nu\) in \(\varphi\), \(\sqrt{1+\sin^4\varphi/(2|\varepsilon|^3)}\), varies from 1 to about 21 along the orbit, and \(p_\nu\) at the crossings varies with it. The island's edge is thus not an ellipse of constant \(u\). The "outer area share" in the output below refers only to the ellipse through each starting point.

Each of the 160 starting points stands for about 0.6 % of the section area, so the ensemble can miss an island much smaller than that. The measured zero at \(-0.11\) thus means that no regular region was found at a resolution of about one part in 160. It does not show that every orbit is chaotic. Nor does the island found above show the opposite at this energy: it belongs to the window at \(-0.1046\), and at \(-0.11\) the orbit along the field is linearly unstable, with trace 2.68. The numerical output below includes the results for both alternative cuts.

## Computed values

```
field = 6.0 T, gamma = 2.55263e-05
Newton check, largest position error = 2.8e-11 (scaled)
test orbit: eps -0.1, mu 1.0, p_mu 0.7, p_nu 1.81934
  return 1: mu = -2.8328, p_mu = -0.3388
  return 2: mu = -0.9309, p_mu = 1.8129
  return 3: mu = -2.2957, p_mu = -1.2726
  largest section error = 4.0e-06
  growth at tau=15: tangent 7.5134, two orbits 7.5133
ensemble: 160 orbits per energy, tau = 800, step = 0.06
regular if growth < 14; largest |h-2| at end = 4.2e-05
eps    area  volume  cut11  cut20  mean chaotic exponent (1/tau)
-0.60  0.994  0.993   0.994  0.994  0.0341
-0.50  0.919  0.911   0.919  0.925  0.0475
-0.45  0.738  0.713   0.731  0.775  0.0678
-0.40  0.525  0.491   0.506  0.562  0.0940
-0.35  0.350  0.282   0.344  0.350  0.1514
-0.30  0.150  0.123   0.150  0.156  0.1923
-0.25  0.156  0.105   0.156  0.156  0.2707
-0.20  0.100  0.062   0.100  0.100  0.3391
-0.16  0.050  0.030   0.050  0.050  0.3979
-0.13  0.006  0.005   0.006  0.006  0.4446
-0.11  0.000  0.000   0.000  0.000  0.4827
largest shell-volume mismatch = 1.18 %
eps=-0.3, median returns per orbit = 156
  median cells (24x24 grid): regular 14, chaotic 118
perpendicular orbit loses stability at eps = -0.127269
  beside it at eps -0.140: growth 6.37
  beside it at eps -0.115: growth 371.07
parallel orbit first loses stability at eps = -0.3913
parallel orbit stable for 37.2 % of energies from -0.127 to -0.1
stable window probe: eps = -0.1046, trace = -0.551
  p_nu = 0.01: growth 4.45, outer area share 0.0025 %
  p_nu = 0.05: growth 421.63, outer area share 0.0625 %
  p_nu = 0.10: growth 404.52, outer area share 0.2500 %
  p_nu = 0.20: growth 398.84, outer area share 1.0000 %
  p_nu = 0.40: growth 377.57, outer area share 4.0000 %
unstable probe: eps = -0.1016, trace = -3.367, growth 400.10
eps=-0.5: E = -4.3347e-04 hartree = -95.14 cm^-1
perpendicular limit: E = -1.1033e-04 hartree = -24.22 cm^-1
```
